# Mean capture time of an adatom on a ring with one trap

## Problem

An adatom moves on a ring of $L\ge 2$ sites, numbered $0,1,\dots,L-1$. Site $0$ is a trap. From every other site the adatom hops to each of its two neighbours at the constant rate $h$, so it leaves a site at the total rate $2h$. It is captured when it first reaches the trap. It starts at site $n$.

**(a)** Show that the mean capture time is
$$T(n)=\frac{n(L-n)}{2h}.$$

**(b)** Find the variance of the capture time, and the number of independent Monte Carlo runs that gives the mean with a relative standard error $e$.

**(c)** A flat terrace lies between two parallel straight steps, both of which capture adatoms on contact. The adatom hops across the terrace at rate $h$ each way and also hops parallel to the steps. How is its mean capture time related to that on the ring?

**(d)** Consider a Cd adatom on a CdTe terrace early in a pulse of atomic layer epitaxy, while adatoms are few. Take $L=40$, $n=10$, a row spacing of 0.46 nm and a temperature of 550 K. The hop rate is $h=\nu e^{-E/k_BT_s}$, where $T_s$ is the surface temperature, $\nu=3\times10^{12}$ s$^{-1}$ and $E=0.60$ eV. Find the mean capture time and its spread.

**(e)** For the same numbers, estimate the effects of:

- desorption over a barrier of 1.00 eV, with the same $\nu$;
- an extra barrier of 0.10 eV for the hop into the descending step;
- other adatoms, arriving at 0.5 per site per second;
- tunnelling through the hopping barrier;
- an error of 0.05 eV in the hopping barrier.

The temperature and spacing are rough typical values. The barriers, attempt rate and flux are round assumed values, not measurements.

## Solution

### (a) The mean capture time

Going once round the ring leads back to the trap, so the trap may be called site $0$ or site $L$. The adatom then moves on a line with a trap at each end, and
$$T(0)=T(L)=0.$$

**The mean is finite.** This must be known before equations for $T$ are manipulated. From any free site $j$, a run of $L-j\le L-1$ hops to the right reaches the trap. In each block of $L-1$ hops the chance of capture is therefore at least $q=2^{-(L-1)}$, whatever the site at the start of the block. The chance of surviving $m$ blocks is at most $(1-q)^m$. This falls geometrically, so all moments of the number of hops are finite. Each hop is preceded by an independent exponential wait of mean $1/(2h)$, so the moments of the capture time are finite too.

**The equation for $T$.** Let the adatom be at a free site $n$. It waits for a mean time $1/(2h)$, then moves left or right with probability $\tfrac12$ each. Since the rates are constant, the walk then starts afresh from the new site:
$$T(n)=\frac1{2h}+\frac12\left[T(n-1)+T(n+1)\right],\qquad 1\le n\le L-1.$$
Multiplying by 2 and rearranging gives
$$T(n+1)-2T(n)+T(n-1)=-\frac1h. \tag{1}$$

**Its solution.** Define $d(n)=T(n+1)-T(n)$. The left side of (1) is $d(n)-d(n-1)$, so each step to the right lowers $d$ by $1/h$:
$$d(n)=d(0)-\frac nh .$$
Summing the differences from the trap, where $T(0)=0$, gives
$$T(n)=\sum_{m=0}^{n-1}d(m)=n\,d(0)-\frac1h\sum_{m=0}^{n-1}m=n\,d(0)-\frac{n(n-1)}{2h}. \tag{2}$$
The condition $T(L)=0$ fixes the remaining constant:
$$L\,d(0)=\frac{L(L-1)}{2h}\quad\Rightarrow\quad d(0)=\frac{L-1}{2h}.$$
Putting this into (2),
$$T(n)=\frac{n}{2h}\left[(L-1)-(n-1)\right]=\frac{n(L-n)}{2h}, \tag{3}$$
as required. No freedom was left, so the solution is unique.

**Reading the result.** The factor 2 belongs to the convention that $h$ is the rate in each direction. If $h$ denoted the total rate, the time would be $n(L-n)/h$. The algebra contains no physical constants, so it holds unchanged in atomic units, with $h$ in inverse atomic units of time.

The mean number of hops $M(n)$ obeys $M(n)=1+\frac12[M(n-1)+M(n+1)]$, which is the equation for $T$ multiplied by $2h$. Hence
$$M(n)=2hT(n)=n(L-n)\equiv u.$$

For $L=2$ and $n=1$, both hops lead to the trap, and (3) gives one mean wait, $1/(2h)$. For a start next to the trap on a larger ring, $T(1)=(L-1)/(2h)$. Half of these adatoms are captured at the first hop, but the others start again from site 2 and may wander round most of the ring. At fixed $n$ the mean therefore grows without bound as $L$ increases.

For a continuum form, let the site spacing be $a$. In time $t$ there are on average $2ht$ independent hops on a free line, each adding $a^2$ to the mean square displacement. Equating $2ha^2t$ to $2Dt$ gives the diffusion coefficient $D=ha^2$. With $x=na$ and $W=La$, (3) becomes
$$T=\frac{x(W-x)}{2D}.$$

### (b) The spread and the number of runs

Let $\tau$ be the random capture time and $S(n)=\langle\tau^2\rangle$ its second moment. Write $\tau=w+\tau'$, where $w$ is the first wait and $\tau'$ the time still needed after the first hop. The two are independent. For an exponential wait of mean $1/(2h)$,
$$\langle w\rangle=\frac1{2h},\qquad \langle w^2\rangle=\frac{2}{(2h)^2}=\frac1{2h^2}.$$
Let a bar denote the average over the two neighbours of $n$. Then
$$S(n)=\langle w^2\rangle+2\langle w\rangle\overline T+\overline S=\frac1{2h^2}+\frac1h\overline T+\overline S .$$
The first-hop equation gives $\overline T=T(n)-1/(2h)$. The terms $\pm1/(2h^2)$ cancel, leaving $S(n)=T(n)/h+\overline S$, or
$$S(n+1)-2S(n)+S(n-1)=-\frac{2T(n)}h=-\frac{u}{h^2}. \tag{4}$$

To solve this, find the second differences of $u$ and $u^2$. Moving one site changes $u$ to
$$u_\pm=(n\pm1)(L-n\mp1)=u-1\pm g,\qquad g=L-2n .$$
Thus $u_++u_--2u=-2$. Also $g^2=L^2-4u$, so
$$u_+^2+u_-^2-2u^2=2(u-1)^2+2g^2-2u^2=2L^2+2-12u .$$
Try $S=(\alpha u^2+\beta u)/h^2$, which vanishes at both ends. Equation (4) requires
$$\alpha(2L^2+2-12u)-2\beta=-u .$$
The terms in $u$ give $\alpha=1/12$, and the constant terms give $\beta=(L^2+1)/12$. Hence
$$S(n)=\frac{u^2+(L^2+1)u}{12h^2}. \tag{5}$$
The difference of two solutions of (4) would have zero second difference. It would be a straight line vanishing at both ends, hence zero, so (5) is the solution. Subtracting $T^2=u^2/(4h^2)=3u^2/(12h^2)$ gives the variance
$$\sigma^2=\frac{u(L^2+1-2u)}{12h^2}. \tag{6}$$

The mean of $R$ independent runs has standard error $\sigma/\sqrt R$. Setting this equal to $eT$,
$$R=\frac{\sigma^2}{e^2T^2}=\frac{L^2+1-2u}{3u\,e^2}. \tag{7}$$
The hop rate cancels. For a start at the middle of a large ring, $u=L^2/4$ and $\sigma^2/T^2$ tends to $2/3$. Next to the trap, $u=L-1$ and the ratio grows as $L/3$. Early captures and rare long excursions then make the mean harder to sample, at the same relative error.

### (c) The terrace

Cut the ring at its trap and open it out. The two ends become the two steps, and $n$ counts rows from one of them. Let the total rate of hops parallel to the steps be $p$. Such a hop leaves $n$ unchanged, so
$$T(n)=\frac{1+h\,T(n-1)+h\,T(n+1)+p\,T(n)}{2h+p}.$$
Multiplying by $2h+p$ cancels $p\,T(n)$ on both sides and returns (1). The mean capture time is again (3), whatever the value of $p$. This requires straight steps and a crossing rate that does not vary along them. Kinked steps, or traps at isolated points, would make the position along the step matter.

### (d) Numbers for the terrace

The terrace is $40\times0.46=18.4$ nm wide, and the adatom starts 4.6 nm from one step. The thermal energy is $k_BT_s=0.04740$ eV, so
$$h=3\times10^{12}\,e^{-0.60/0.04740}\ \text{s}^{-1}=9.53\times10^6\ \text{s}^{-1}.$$
The mean wait between hops across the terrace is $1/(2h)=0.05246$ microseconds. The mean number of such hops is $u=10\times30=300$, and
$$T=300\times0.05246=15.7\ \text{microseconds},$$
or $6.5\times10^{11}$ atomic units of time.

With $h$ and $L$ fixed, the mean is 2.0 microseconds from $n=1$ and 21.0 microseconds from the middle, $n=20$. The first value is 39 mean waits, although half of those adatoms are captured at their first hop.

For the spread, (6) gives
$$\sigma=\frac1h\sqrt{\frac{300\,(1601-600)}{12}}=16.6\ \text{microseconds}.$$
The spread is slightly larger than the mean, so a single capture time says little about $T$. By (7), a standard error of one per cent of the mean needs about $11\,100$ runs.

A lattice Monte Carlo run draws an exponential wait of mean $1/(2h)$, chooses a direction with equal probabilities, and repeats until capture. In 20,000 such runs the mean was 15.66 microseconds with a standard error of 0.12 microseconds, and the mean number of hops was 298.3. The time differs from (3) by less than one standard error.

### (e) What the model leaves out

**Desorption.** Let the adatom leave the surface at rate $k$ while it is on the terrace. Given a capture time $\tau$ in the absence of desorption, it survives until then with probability $e^{-k\tau}$. The loss probability is therefore $1-\langle e^{-k\tau}\rangle$. For $y\ge0$, $y-y^2/2\le1-e^{-y}\le y$, so
$$kT-\tfrac12k^2S\le P_{\rm loss}\le kT .$$
Here $k=2.06\times10^3$ s$^{-1}$, and the upper bound is $kT=0.0324$. With $S=\sigma^2+T^2=523$ microseconds squared, the lower bound is about $0.0313$.

The value itself follows from the capture probability $C(n)$, which obeys
$$(2h+k)\,C(n)=h\,[C(n-1)+C(n+1)],\qquad C(0)=C(L)=1 .$$
Solving these linear equations gives a loss of $1-C(10)=0.0313$, so about 3 per cent of the adatoms desorb.

Both rates have the same prefactor, so $k/h$ depends on the difference of the two barriers, 0.40 eV, and on the temperature. A smaller difference would soon make desorption important.

**An extra barrier at the descending step.** Let this step be at site $L$, which in the example is the farther one from the start, and let the hop into it from site $L-1$ have rate $sh$. With the same attempt rate,
$$s=e^{-0.10/0.04740}=0.121 .$$
At site $L-1$ the mean time now obeys
$$h\,[T(L-2)-T(L-1)]-sh\,T(L-1)=-1 .$$
This takes the form of (1) if a fictitious end value $T^*(L)=(1-s)\,T(L-1)$ is used. Equation (2) still holds, since it used $T(0)=0$ and (1). Write it as $T(n)=n(A-n)/(2h)$, with $A=1+2h\,d(0)$ to be found. The end condition becomes
$$L(A-L)=(1-s)(L-1)(A-L+1).$$
Collecting the terms in $A$,
$$A\,[L-(1-s)(L-1)]=L^2-(1-s)(L-1)^2,$$
and expanding both sides gives
$$A=\frac{2L-1+s(L-1)^2}{1+s(L-1)}. \tag{8}$$
For $s=1$, $A=L$ and (3) returns. For $s=0$ the step reflects and $A=2L-1$. In the example,
$$A=\frac{79+0.1212\times1521}{1+0.1212\times39}=46.0 .$$
The mean time grows by the factor $(A-n)/(L-n)=36.0/30=1.20$, to 18.9 microseconds. A completely reflecting step would give $69/30=2.3$ for the same start. The side matters: if the descending step were the nearer one, 10 sites away, then $n=30$ and the factor for the 0.10 eV barrier would be $(46.0-30)/10=1.60$, giving about 25 microseconds. Right beside the descending step, at $n=39$, the factor is $(46.0-39)/1=7.0$. The effect stays bounded because the other step still captures.

**Other adatoms.** Let adatoms arrive at the uniform rate $F$ per site, few enough not to meet. In the steady state the mean occupation $c(n)$ of a site obeys
$$0=F+h\,[c(n+1)-2c(n)+c(n-1)],\qquad c(0)=c(L)=0 .$$
This is (1) multiplied by $F$, so $c(n)=F\,T(n)$. The sum across the terrace needs
$$\sum_{n=1}^{L-1}n(L-n)=\frac{L^2(L-1)}2-\frac{L(L-1)(2L-1)}6=\frac{L(L^2-1)}6 .$$
A patch $L$ sites long parallel to the steps therefore holds on average
$$N=L\,F\,\frac{L(L^2-1)}{12h}=\frac{F L^2(L^2-1)}{12h}=0.011$$
adatoms. The root-mean-square travel along the steps before capture is $\sqrt{pT}$ sites, which is 17 for $p=2h$, so a patch of this length is adequate unless $p$ exceeds about $10h$. With that proviso the single-adatom picture is consistent at this flux. For much faster motion along the steps the patch must be taken longer. At fixed $h$ and without desorption, $N$ grows as $L^4$, so a terrace three times as wide would hold 0.9 adatoms on its correspondingly longer patch. The desorption found above lowers this to about 0.7, because the half-width of 60 sites is then close to $\sqrt{h/k}=68$ sites.

**Tunnelling.** Near its top, treat the barrier as an inverted parabola of angular frequency $\omega$. Let $\varepsilon$ be the energy above the top in units of $k_BT_s$, and $x=\hbar\omega/k_BT_s$. The standard transmission probability is $1/(1+e^{-2\pi\varepsilon/x})$. Classically it would be 0 below the top and 1 above it. The thermal average, relative to its classical value, changes by
$$\int_0^\infty\frac{e^{\varepsilon}-e^{-\varepsilon}}{1+e^{2\pi\varepsilon/x}}\,d\varepsilon\simeq\int_0^\infty\frac{2\varepsilon\,d\varepsilon}{1+e^{2\pi\varepsilon/x}}=2\left(\frac{x}{2\pi}\right)^2\frac{\pi^2}{12}=\frac{x^2}{24}.$$
The first term in the numerator is transmission below the top, and the second is reflection above it. The approximation holds for small $x$. Taking $\omega=2\pi\nu$ gives $x=0.262$ and a correction of 0.0029. With this assumed frequency, tunnelling raises $h$, and shortens the capture time, by about 0.3 per cent. The correction varies as $\omega^2$, so it depends on the shape of the barrier. A cosine barrier of height 0.60 eV and period 0.46 nm, with the mass of Cd, has $\omega/2\pi=1.1\times10^{12}$ s$^{-1}$ and a correction of only 0.04 per cent. If $E$ is the classical barrier, quantisation of the vibration in the well adds a term of the same form, $x_0^2/24$ with $x_0$ set by the well frequency, which doubles the correction for a cosine potential. In every case the effect is negligible here.

**The hopping barrier.** By (3), $T\propto1/h\propto e^{E/k_BT_s}$. A change of 0.05 eV multiplies or divides the time by $e^{0.05/0.04740}=2.87$. The mean then lies between about 5.5 and 45 microseconds, with the attempt rate and temperature fixed. With the barriers given and a start 10 sites from either step, this is the largest of the effects estimated here.

**The real surface.** A temperature near 550 K is roughly that of CdTe atomic layer epitaxy, and 0.46 nm is roughly the surface repeat distance on its (001) face. The barriers have no such standing, so 15.7 microseconds is an illustration with an uncertainty of at least the factor just found, not a prediction for CdTe. A real surface can also be reconstructed, with unequal sites and curved steps, and the formula does not cover these cases. The steps also fill as the pulse proceeds. Without a step barrier, symmetry sends half the adatoms landing on a line of $L-1$ terrace sites to each of its two steps. On a regular staircase every step borders two terraces, so a step site receives $F(L-1)\approx20$ adatoms per second, neglecting desorption. A barrier at the descending step changes how this total is shared between the two terraces but not the total. If a step site can bind only one Cd atom until Te is supplied, the steps fill in about 0.05 s, thousands of times the mean capture time. Further Cd then stays on the terrace. The picture of one adatom on an empty terrace with steps that capture at every contact then fails, and the estimate $N=0.011$ no longer applies. The numerical output lists the main values used above.

## Computed results

```
Ring sites L: 40
Starting distance n: 10 sites
Temperature: 550 K
Row spacing: 0.46 nm
Terrace width: 18.4 nm
Starting distance from step: 4.6 nm
Attempt rate: 3.0e+12 1/s
Hopping barrier: 0.60 eV
Thermal energy kT: 0.04740 eV
Hop rate h each way: 9.5319e+06 1/s
Mean wait per hop 1/(2h): 0.05246 microseconds
Mean number of hops: 300
Mean capture time: 15.737 microseconds
Mean capture time: 6.506e+11 atomic units
Mean time from n = 1: 2.046 microseconds
Mean time from n = 5: 9.180 microseconds
Mean time from n = 20: 20.982 microseconds
Standard deviation: 16.596 microseconds
Standard deviation / mean: 1.0546
Runs for 1 per cent error: 11122
Monte Carlo runs: 20000
Monte Carlo mean: 15.664 microseconds
Monte Carlo standard error: 0.116 microseconds
Monte Carlo mean number of hops: 298.33
Largest relative error, rings 2 to 40: 3.4e-15
Desorption barrier: 1.00 eV
Desorption rate: 2.0601e+03 1/s
Desorption loss probability: 0.0313
Upper bound on that loss: 0.0324
Extra barrier at descending step: 0.10 eV
Rate factor s at that step: 0.1212
Mean time with extra barrier: 18.875 microseconds
Ratio to model time: 1.1994
Flux: 0.5 adatoms per site per second
Mean adatom number on patch: 0.0112
Ratio x for tunnelling: 0.2618
Relative tunnelling correction: 0.00286
Barrier shift: 0.05 eV
Time factor for that shift: 2.872
```
